\section*{Finite-size correction for vertical charge transitions of defects at fixed nuclei}

\section{The decision in a calculation}

A charged defect has been relaxed in a periodic supercell. An electron is then removed or added with the nuclei held in place, to obtain a vertical ionization or capture energy. Both total energies contain a spurious interaction with periodic images, and removing it requires a choice of permittivity. In a polar crystal the choice matters. For a cubic cell of side $12$~\AA, electronic permittivity $3$ and static permittivity $5$, the correction for the change from charge $+1$ to $+2$ is $1.02$~eV if the static value is used throughout and $1.70$~eV if the electronic value is. The result below gives $1.25$~eV: the initial charge is screened by ions and electrons, the added charge by electrons alone.

\section{Assumptions and statement}

Charges $q$ (initial) and $\Delta$ (added) are in units of the positive elementary charge $e$, so removing an electron means $\Delta=+1$. The vacuum permittivity is $\varepsilon_{\rm vac}$. The relative permittivities are $\varepsilon_\infty$, with nuclei fixed, and $\varepsilon_0$, with nuclei free to respond. A \emph{correction} is the isolated value minus the periodic value, and is therefore added to the supercell result. The assumptions are:

\begin{enumerate}
\item The host responds as a linear, homogeneous and isotropic dielectric.
\item The initial and added charges are localized on a scale much smaller than the side $L$ of the cubic cell. The remaining short-range energy of the defect does not depend on $L$.
\item The nuclei are relaxed for charge $q$ in the cell in which the vertical change is made.
\item A uniform background neutralizes the cell, and the electrostatic potential has zero average.
\end{enumerate}

The electron exchanged with a reservoir is counted separately, at a bulk level referred to the bulk average potential.

\textbf{Theorem.} Let $E(q';R_q)$ be the energy at charge $q'$ with the nuclei relaxed for charge $q$. The correction to $E(q+\Delta;R_q)-E(q;R_q)$ is
\begin{equation}
C_{\rm vert}=K\left[\frac{q\Delta}{\varepsilon_0}+\frac{\Delta^2}{2\varepsilon_\infty}\right]+O(L^{-3}),
\qquad K=\frac{\alpha_M e^2}{4\pi\varepsilon_{\rm vac}L},
\label{main}
\end{equation}
where $\alpha_M=2.837297$ is the Madelung constant of a simple cubic array of point charges in a uniform background.

\section{Lemma 1: the energy with ionic polarization kept explicit}

Let $\rho$ be the defect charge density, $a$ the electronic and $b$ the ionic polarization charge density of the host. Here $b$ belongs to the ionic displacements weighted with their Born effective charges, so it includes the electronic polarization that accompanies a displacement at zero macroscopic field, and $a$ is the electronic response to the macroscopic field. With this division the two mechanisms are coupled through the macroscopic field alone. For a wave vector $\mathbf k$ the polarization charge is $b_{\mathbf k}=-i\mathbf k\cdot\mathbf P_{\mathbf k}$. A transverse polarization carries no charge and costs energy, so it vanishes at the minimum, and $|\mathbf P_{\mathbf k}|^2=|b_{\mathbf k}|^2/k^2$. Write $\langle f\rangle$ for $L^{-3}\sum_{\mathbf k\ne0}f(\mathbf k)$ in the periodic problem and for $\int d^3k\,f(\mathbf k)/(2\pi)^3$ in the isolated one. The term $\mathbf k=0$ is absent by assumption~4.

The energy is the Coulomb energy of all charge plus the local cost of polarization, $|\mathbf P|^2/(2\varepsilon_{\rm vac}\chi)$ for each mechanism of susceptibility $\chi$. With $s=\rho+b$, $\chi_{\rm el}=\varepsilon_\infty-1$ and $\chi_{\rm ion}=\varepsilon_0-\varepsilon_\infty$,
\begin{equation}
E=\left\langle\frac{1}{2\varepsilon_{\rm vac}k^2}\left[|s+a|^2+\frac{|a|^2}{\varepsilon_\infty-1}+\frac{|b|^2}{\varepsilon_0-\varepsilon_\infty}\right]\right\rangle .
\end{equation}
The electrons relax in every state considered. Setting the derivative with respect to $a^*$ to zero gives $s+a+a/(\varepsilon_\infty-1)=0$, so
\begin{equation}
a=-\frac{\varepsilon_\infty-1}{\varepsilon_\infty}\,s,\qquad s+a=\frac{s}{\varepsilon_\infty}.
\end{equation}
The first two terms in the bracket become
\begin{equation}
\frac{|s|^2}{\varepsilon_\infty^2}+\frac{(\varepsilon_\infty-1)|s|^2}{\varepsilon_\infty^2}=\frac{|s|^2}{\varepsilon_\infty},
\end{equation}
and therefore
\begin{equation}
E[\rho,b]=\left\langle\frac{1}{2\varepsilon_{\rm vac}k^2}\left[\frac{|\rho+b|^2}{\varepsilon_\infty}+\frac{|b|^2}{\varepsilon_0-\varepsilon_\infty}\right]\right\rangle .
\label{functional}
\end{equation}

In the initial state, with $\rho=\rho_i$, the ions relax as well. The condition
\begin{equation}
\frac{\rho_i+b}{\varepsilon_\infty}+\frac{b}{\varepsilon_0-\varepsilon_\infty}=0
\end{equation}
is multiplied by $\varepsilon_\infty(\varepsilon_0-\varepsilon_\infty)$. The two terms in $b$ add up to $\varepsilon_0b$, and
\begin{equation}
b=-\left(1-\frac{\varepsilon_\infty}{\varepsilon_0}\right)\rho_i,\qquad
\frac{\rho_i+b}{\varepsilon_\infty}=\frac{\rho_i}{\varepsilon_0}.
\label{frozen}
\end{equation}
Inserting this in the bracket of (\ref{functional}) gives
\begin{equation}
|\rho_i|^2\,\frac{\varepsilon_\infty+(\varepsilon_0-\varepsilon_\infty)}{\varepsilon_0^2}=\frac{|\rho_i|^2}{\varepsilon_0}.
\end{equation}
The relaxed state thus has the energy of a charge in a medium of permittivity $\varepsilon_0$, which confirms the choice of $\chi_{\rm ion}$.

\section{Lemma 2: the vertical energy}

Now keep $b$ from (\ref{frozen}) and change $\rho_i$ to $\rho_i+\delta$. The term in $|b|^2$ is the same before and after, so it cancels:
\begin{align}
E_{\rm vert}&=\left\langle\frac{|\rho_i+b+\delta|^2-|\rho_i+b|^2}{2\varepsilon_{\rm vac}\varepsilon_\infty k^2}\right\rangle\nonumber\\
&=\left\langle\frac{{\rm Re}[\delta^*(\rho_i+b)]}{\varepsilon_{\rm vac}\varepsilon_\infty k^2}+\frac{|\delta|^2}{2\varepsilon_{\rm vac}\varepsilon_\infty k^2}\right\rangle\nonumber\\
&=\left\langle\frac{{\rm Re}[\delta^*\rho_i]}{\varepsilon_{\rm vac}\varepsilon_0k^2}+\frac{|\delta|^2}{2\varepsilon_{\rm vac}\varepsilon_\infty k^2}\right\rangle .
\label{vertical}
\end{align}
The last line uses the second relation in (\ref{frozen}). The linear term is the energy of the added charge in the potential already present, which relaxed ions and electrons have screened. The quadratic term is the response to the added charge itself, which the fixed nuclei cannot join.

\section{Lemma 3: isolated minus periodic interaction}

Let $\psi_L$ be the zero-average periodic solution of $\nabla^2\psi_L=-4\pi[\delta(\mathbf r)-L^{-3}]$ in the cell around the origin. Its Fourier coefficients are $4\pi/k^2$. Two charge densities $A$ and $B$ in a medium of permittivity $\kappa$ interact through $\psi_L/(4\pi\varepsilon_{\rm vac}\kappa)$ in the periodic problem and through $1/(4\pi\varepsilon_{\rm vac}\kappa r)$ in the isolated one.

The difference $h(\mathbf r)=\psi_L(\mathbf r)-1/r$ is regular at the origin and obeys $\nabla^2h=4\pi/L^3$. Since $\nabla^2r^2=6$, one solution is $2\pi r^2/(3L^3)$. What remains is harmonic and has cubic symmetry, so after a constant its next term is of fourth order in $r$. Lengths scale with $L$ and $h$ scales as $1/L$, hence
\begin{equation}
h(\mathbf r)=-\frac{\alpha_M}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\label{regular}
\end{equation}

This defines $\alpha_M$. To evaluate it, set $L=1$ and split $1/r$ into ${\rm erfc}(\sqrt\pi r)/r$, summed in real space, and ${\rm erf}(\sqrt\pi r)/r$, summed as a Fourier series. The average of the short-range part, $\int d^3r\,{\rm erfc}(\sqrt\pi r)/r=1$, is subtracted, and ${\rm erfc}(\sqrt\pi r)/r-1/r\to-2$ at the origin. Thus
\begin{equation}
\alpha_M=3-\sum_{\mathbf n\ne0}\left[\frac{{\rm erfc}(\sqrt\pi\,n)}{n}+\frac{e^{-\pi n^2}}{\pi n^2}\right],
\end{equation}
with $\mathbf n$ running over integer vectors.

Let $A$ and $B$ have total charges $Q_A,Q_B$, no dipoles, and second moments $M_A=\int r^2A\,d^3r$ and $M_B$. Averaging (\ref{regular}) over both, with $|\mathbf r-\mathbf r'|^2=r^2+r'^2-2\mathbf r\cdot\mathbf r'$, gives the isolated-minus-periodic interaction
\begin{equation}
W_\kappa[A,B]=\frac{1}{4\pi\varepsilon_{\rm vac}\kappa}\left[\frac{\alpha_MQ_AQ_B}{L}-\frac{2\pi}{3L^3}(Q_AM_B+Q_BM_A)\right]+O(L^{-5}).
\label{pair}
\end{equation}
Dipoles would add a term proportional to their scalar product, again of order $L^{-3}$.

\section{Proof of the theorem}

Equation (\ref{vertical}) holds for the isolated defect and for the supercell, each with its own relaxed ionic polarization. Subtracting gives
\begin{equation}
C_{\rm vert}=W_{\varepsilon_0}[\rho_i,\delta]+\tfrac12W_{\varepsilon_\infty}[\delta,\delta].
\label{exactpair}
\end{equation}
The total charges are $qe$ and $\Delta e$. The leading term of (\ref{pair}) turns the first part into $Kq\Delta/\varepsilon_0$ and the second into $K\Delta^2/(2\varepsilon_\infty)$. The rest is of order $L^{-3}$. $\square$

\section{Corollaries and limits}

\textbf{The final state.} The initial energy needs the correction $Kq^2/(2\varepsilon_0)$. The total energy of the vertical final state therefore needs
\begin{equation}
C_{\rm final}=K\left[\frac{q^2}{2\varepsilon_0}+\frac{q\Delta}{\varepsilon_0}+\frac{\Delta^2}{2\varepsilon_\infty}\right].
\label{final}
\end{equation}
If the final state is neutral, $\Delta=-q$, this becomes
\begin{equation}
C_{\rm final}=\frac{Kq^2}{2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right),
\end{equation}
which is positive when $\varepsilon_0>\varepsilon_\infty$. A neutral cell needs a correction because the frozen ionic polarization still carries a localized charge of magnitude $|q|(\varepsilon_0-\varepsilon_\infty)/\varepsilon_0$. Putting $\rho=0$ in (\ref{functional}) confirms it: the bracket is then $|b|^2\varepsilon_0/[\varepsilon_\infty(\varepsilon_0-\varepsilon_\infty)]$, and inserting this charge reproduces the result.

\textbf{Later ionic relaxation.} Once the nuclei relax for charge $q+\Delta$, the total correction is $K(q+\Delta)^2/(2\varepsilon_0)$. Subtracting (\ref{final}) cancels the terms in $q^2$ and $q\Delta$. The energy change on relaxation needs
\begin{equation}
C_{\rm relax}=-\frac{K\Delta^2}{2}\left(\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0}\right).
\label{later}
\end{equation}
The sum $C_{\rm vert}+C_{\rm relax}$ contains $\varepsilon_0$ alone, as it must for a difference between two relaxed states.

\textbf{Nuclei left at bulk positions.} If the initial charge was never allowed to displace the ions, assumption~3 fails and $b=0$. The second line of (\ref{vertical}) then gives $K[(q+\Delta)^2-q^2]/(2\varepsilon_\infty)$. The history of the geometry decides the screening of the initial charge.

\textbf{Neutral initial state.} For $q=0$ there is no initial polarization of this long-range kind, and $C_{\rm vert}=K\Delta^2/(2\varepsilon_\infty)$.

\textbf{Si, Ge and SiC.} In ideal Si and Ge, inversion exchanges the two atoms of the primitive cell, so their Born charges are equal. These charges must also sum to zero, since a rigid translation produces no polarization. Each vanishes, $\varepsilon_0=\varepsilon_\infty=\varepsilon$, and (\ref{main}) reduces to $K[(q+\Delta)^2-q^2]/(2\varepsilon)$. In SiC the atoms differ and both permittivities are needed. The scalar formula applies to the cubic polytype as far as its weak piezoelectric response, which adds a small direction-dependent part to the screening by relaxed nuclei, can be neglected. Hexagonal polytypes have anisotropic permittivities, for which both the scalar polarization energy of Lemma~1 and the interaction of Lemma~3 must be replaced.

\section{Finite size of the charges}

For spherical charge densities the $L^{-3}$ terms can be read from potentials. Far from such a density $A$, expand $\psi_L$ about the observation point. The second-order term is $(M_A/6)\nabla^2\psi_L=2\pi M_A/(3L^3)$, because $\nabla^2\psi_L=4\pi/L^3$ there. Higher terms vanish, since they contain further Laplacians of a constant. The periodic potential of $A$ thus exceeds that of a point charge by
\begin{equation}
D_A=\frac{1}{4\pi\varepsilon_{\rm vac}\kappa}\,\frac{2\pi M_A}{3L^3}.
\end{equation}
Let $D_i$ be this shift in the relaxed initial state, where $\kappa=\varepsilon_0$, and $D_\Delta$ the shift of the potential \emph{change} at fixed nuclei, where $\kappa=\varepsilon_\infty$. In (\ref{exactpair}) the first interaction has permittivity $\varepsilon_0$, so the moment of the added charge enters it as $(\varepsilon_\infty/\varepsilon_0)D_\Delta$. The additional correction is
\begin{equation}
C_{\rm align}=-e\left[\Delta D_i+q\frac{\varepsilon_\infty}{\varepsilon_0}D_\Delta+\Delta D_\Delta\right].
\label{align}
\end{equation}

Take $q=\Delta=1$ and $L=12$~\AA. The initial charge combines Gaussians of widths $1.2$ and $0.8$~\AA\ with weights $1.5$ and $-0.5$; the added charge is a Gaussian of width $1.0$~\AA. The shifts are $D_i=0.0193$~V and $D_\Delta=0.0175$~V, so
\begin{equation}
C_{\rm align}=-(0.0193+0.6\times0.0175+0.0175)\ {\rm eV}=-0.047\ {\rm eV}.
\end{equation}
With the point-charge part of $1.248$~eV the total is $1.201$~eV. Direct evaluation of the isolated integral minus the periodic sum gives the same value. Equation (\ref{align}) rests on a homogeneous dielectric; near a real defect the short-range response differs, and this form of the $L^{-3}$ term is not established there.

\section{A microscopic crystal as worked example}

The continuum assumption can be tested on a simple cubic lattice of spacing $d=3$~\AA\ with an electronic and an ionic point dipole on every site. Let $v$ be the polarizability volume of a site. In a macroscopic field $F$ the local field is $F+P/(3\varepsilon_{\rm vac})$, so $P=(4\pi\varepsilon_{\rm vac}v/d^3)[F+P/(3\varepsilon_{\rm vac})]$. With $P=\varepsilon_{\rm vac}(\varepsilon-1)F$ this gives
\begin{equation}
\frac{4\pi v}{3d^3}=\frac{\varepsilon-1}{\varepsilon+2}.
\end{equation}
An electronic volume of $2.578$~\AA$^3$ yields $\varepsilon_\infty=3$. Adding an ionic volume of $1.105$~\AA$^3$ yields $\varepsilon_0=5$. The local field couples the two kinds of dipole, so the ionic dipoles are not yet the $b$ of Lemma~1. They hold the share $1.105/3.683=0.30$ of the total polarization charge $(1-1/\varepsilon_0)|q|=0.8|q|$, that is $0.24|q|$. The electronic dipoles they induce at zero macroscopic field multiply this by $(\varepsilon_\infty+2)/3=5/3$, which gives the $0.4|q|$ of (\ref{frozen}).

A charge $+1$ sits at the centre of a cube of sites. All dipoles are relaxed, the ionic ones are frozen, the charge is changed by $\pm1$, and the electronic dipoles relax again. The model contains electrostatic and polarization energy; it leaves out band energies, exchange, correlation and nonlinear response, so its energies are not ionization energies of a material.

The half-difference and half-sum of the vertical energies for $\Delta=\pm1$ isolate the two terms of (\ref{main}). Their $1/L$ coefficients, extracted from cells of $48$ to $120$~\AA, are $-8.171$ and $-6.809$~eV~\AA. The formula gives the same values to these digits, with the sign of a periodic energy, opposite to that of the correction. The coefficients for the initial state, the neutral final state and later relaxation also agree. Large cells are needed for this extraction: the same expansion fitted to cells of $24$ to $60$~\AA\ misses the initial-state coefficient by $0.2$ per cent.

At $L=12$~\AA,
\begin{equation}
K=\frac{2.8373\times14.400\ {\rm eV\,\text{\AA}}}{12\ \text{\AA}}=3.405\ {\rm eV},
\end{equation}
and the corrections are
\begin{align}
\Delta=+1:&\quad 3.405\left(\tfrac15+\tfrac16\right)=0.681+0.567=1.248\ {\rm eV},\\
\Delta=-1:&\quad 3.405\left(-\tfrac15+\tfrac16\right)=-\frac{3.405}{30}=-0.1135\ {\rm eV}.
\end{align}
The neutral final state itself needs $+0.227$~eV. Relaxation after $\Delta=+1$ needs $-0.227$~eV, and $1.248-0.227=1.021$~eV is the value with $\varepsilon_0$ throughout, as (\ref{later}) requires.

For $\Delta=+1$ the raw energy at $12$~\AA\ is $-12.312$~eV and the corrected one $-11.064$~eV. The extrapolated isolated limit is $-11.168$~eV, so the error relative to that limit falls from $1.14$ to $0.10$~eV in magnitude. At $24$~\AA\ the corrected error is $0.016$~eV. Between $60$ and $120$~\AA\ it decays with exponent $3.03$, in accord with an $L^{-3}$ remainder.

For $\Delta=-1$ the correction does not help in the smallest cell. The raw energy, $4.738$~eV, lies $0.050$~eV above the limit of $4.688$~eV, while the corrected energy, $4.625$~eV, lies $0.063$~eV below it. The two parts of (\ref{main}) nearly cancel here, and the $1/L$ error is no larger than about twice the remainder, which has the opposite sign. At $18$~\AA\ the errors are $0.052$~eV raw and $-0.023$~eV corrected; at $36$~\AA\ they are $0.035$ and $-0.002$~eV. A small leading correction is thus no evidence that a cell is converged. The numerical output lists the other cell sizes.

\section{Where the result fails}

If the added carrier spreads over the cell, assumption~2 fails and its energy is not that of a localized charge. Free carriers add a screening that Lemma~1 does not contain. A geometry relaxed for another charge state carries a different frozen $b$, and the second line of (\ref{vertical}), before (\ref{frozen}) is inserted, is then the starting point.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Coulomb constant e^2/(4 pi eps_vac) = 14.39965 eV angstrom
Madelung constant alpha_M = 2.837297 (dimensionless)
epsinf = 3.0, eps0 = 5.0 (dimensionless)
site spacing a = 3.0 angstrom; initial charge = +1 e
electronic polarizability volume = 2.5783 angstrom^3
ionic polarizability volume = 1.1050 angstrom^3
1/L coefficients of supercell energies, eV angstrom: lattice, formula
  initial state: -4.0855, -4.0856
  vertical, odd in added charge: -8.1710, -8.1712
  vertical, even in added charge: -6.8094, -6.8093
  later relaxation, d=+1: 2.7238, 2.7237
  neutral final state, d=-1: -2.7238, -2.7237
  initial state, from smaller cells (24 to 60 angstrom): -4.0939
Added charge +1 e: L (angstrom), raw, correction, corrected (eV)
  12  -12.3122  +1.2484  -11.0638
  18  -11.9610  +0.8323  -11.1287
  24  -11.7758  +0.6242  -11.1516
  36  -11.5795  +0.4161  -11.1633
  60  -11.4165  +0.2497  -11.1668
  120  -11.2924  +0.1248  -11.1676
  extrapolated isolated limit = -11.1677 eV
Added charge -1 e: L (angstrom), raw, correction, corrected (eV)
  12  4.7382  -0.1135  4.6248
  18  4.7405  -0.0757  4.6649
  24  4.7356  -0.0567  4.6789
  36  4.7237  -0.0378  4.6858
  60  4.7105  -0.0227  4.6878
  120  4.6995  -0.0113  4.6882
  extrapolated isolated limit = 4.6882 eV
Decay exponent of corrected error, d=+1, L=60 to 120 angstrom = 3.028
At L = 12 angstrom: K = 3.4047 eV
  initial-state correction = 0.3405 eV
  neutral final-state correction = 0.2270 eV
  later-relaxation correction, d=+1 = -0.2270 eV
  d=+1: initial-potential term = +0.6809 eV, added-charge term = +0.5674 eV
  d=+1: eps0 throughout = +1.0214 eV, epsinf throughout = +1.7023 eV
  d=-1: initial-potential term = -0.6809 eV, added-charge term = +0.5674 eV
  d=-1: eps0 throughout = -0.3405 eV, epsinf throughout = -0.5674 eV
Extended charges, L = 12 angstrom, q = +1 e, d = +1 e
  Gaussian widths: initial 1.2, 0.8 (weights 1.5, -0.5); added 1.0 angstrom
  far potential shifts: initial 0.01927 V, added 0.01745 V
  point-charge part = 1.24838 eV
  alignment part = -0.04719 eV
  direct isolated minus periodic = 1.20119 eV
\end{verbatim}
